# Metal-side thermal resistance when only phonons cross a metal-insulator interface

## Result

A steady heat flux $q$ passes from an insulator into a thick metal. The metal's electrons and phonons have conductivities $k_e$ and $k_p$, and they exchange heat at the rate $g(T_e-T_p)$ per unit volume. If only phonons cross the interface, with conductance $h_p$ per unit area, the two-temperature model gives the total boundary resistance

$$
R_{\rm total}=\frac{1}{h_p}+R_{ep},\qquad
R_{ep}=\left(\frac{k_e}{k_e+k_p}\right)^{3/2}\frac{1}{\sqrt{g k_p}} .
\tag{1}
$$

The second term arises inside the metal. When electrons dominate the conductivity, $k_e\gg k_p$, it approaches $1/\sqrt{gk_p}$ from below.

Resistances here are for unit area. The temperature drop in $R_{\rm total}$ is the insulator temperature at the interface minus the temperature found by extrapolating the straight bulk profile of the metal back to the interface. This is the drop that a one-temperature heat-flow calculation needs.

## Model and sign conventions

The metal fills $x>0$, the insulator fills $x<0$, and $q$ is positive towards $+x$. Both carriers obey Fourier's law:

$$
q_e=-k_eT_e',\qquad q_p=-k_pT_p',\qquad q_e+q_p=q,
$$

where a prime means $d/dx$. The coefficients are constant, which requires temperature differences small compared with the absolute temperature. There is no heat source in the metal.

In steady state, the electron flux falls with $x$ at the rate at which electrons give heat to phonons: $q_e'=-g(T_e-T_p)$. The phonon flux rises at the same rate. Inserting Fourier's law gives

$$
k_eT_e''=g(T_e-T_p),\qquad k_pT_p''=-g(T_e-T_p).
\tag{2}
$$

At the interface the electron flux vanishes, so the phonons carry all the heat:

$$
T_e'(0)=0,\qquad T_p'(0)=-\frac{q}{k_p}.
\tag{3}
$$

Deep in the metal the two temperatures must agree.

## Derivation

**Separating the bulk profile.** Let $k=k_e+k_p$, and define the weighted temperature and the temperature difference

$$
T_w=\frac{k_eT_e+k_pT_p}{k},\qquad \theta=T_e-T_p .
$$

Adding the two equations in (2) cancels the exchange terms and leaves $kT_w''=0$. The total flux is $q=-k_eT_e'-k_pT_p'=-kT_w'$, so

$$
T_w(x)=T_w(0)-\frac{q}{k}x .
\tag{4}
$$

Deep in the metal $T_e=T_p=T_w$. Equation (4) is therefore the bulk profile, and $T_w(0)$ is its extrapolated value at the interface.

The definitions can be inverted. Substituting $T_e=T_p+\theta$ into $T_w$ gives $T_w=T_p+(k_e/k)\theta$, and therefore

$$
T_p=T_w-\frac{k_e}{k}\theta,\qquad
T_e=T_p+\theta=T_w+\frac{k_p}{k}\theta .
\tag{5}
$$

When $k_e\gg k_p$, the electrons stay close to the bulk line and the phonons make almost the whole departure from it.

**Solving for the difference.** Divide the equations in (2) by $k_e$ and $k_p$ respectively, and subtract the second from the first:

$$
\theta''=g\left(\frac1{k_e}+\frac1{k_p}\right)\theta=\frac{\theta}{l^2},
\qquad
l=\sqrt{\frac{k_ek_p}{gk}} .
\tag{6}
$$

The solution that vanishes deep in the metal is $\theta=\theta(0)e^{-x/l}$. From (3), $\theta'(0)=T_e'(0)-T_p'(0)=q/k_p$. The exponential has $\theta'(0)=-\theta(0)/l$. Equating the two gives

$$
\theta(x)=-\frac{ql}{k_p}e^{-x/l}.
\tag{7}
$$

The minus sign says that phonons are hotter than electrons when heat enters the metal. Reversing $q$ reverses every temperature difference and leaves the resistance unchanged.

**Finding the resistance.** At $x=0$, equations (5) and (7) give

$$
T_p(0)-T_w(0)=-\frac{k_e}{k}\theta(0)=q\,\frac{k_el}{kk_p}.
$$

Dividing by $q$ and inserting $l$,

$$
R_{ep}=\frac{k_e}{kk_p}\sqrt{\frac{k_ek_p}{gk}}
=\frac{k_e^{3/2}}{k^{3/2}}\frac1{\sqrt{gk_p}} .
\tag{8}
$$

The insulator at the interface has temperature $T_i=T_p(0)+q/h_p$, because the full flux crosses the phonon conductance. Hence

$$
\frac{T_i-T_w(0)}q=\frac1{h_p}+R_{ep},
$$

which is (1). The terms add because the same phonon flux $q$ passes first through the interface and then into the metal's phonons.

The local offset between the carriers is a different quantity:

$$
\frac{T_p(0)-T_e(0)}q=\frac l{k_p}=\frac k{k_e}R_{ep}.
$$

It exceeds $R_{ep}$ because the electron temperature at the interface lies below the extrapolated bulk line when $q>0$. Equation (1) requires the extrapolated temperature.

## Where the resistance sits

Differentiating $T_e=T_w+(k_p/k)\theta$ and using (4) and (7),

$$
T_e'=-\frac qk+\frac{k_p}{k}\frac q{k_p}e^{-x/l}
=-\frac qk\left(1-e^{-x/l}\right).
$$

The electron flux is therefore

$$
q_e(x)=q\frac{k_e}{k}\left(1-e^{-x/l}\right).
\tag{9}
$$

It starts at zero and rises to the electrons' bulk share. The extra resistance is the cost of sending all the heat through the phonons until the electrons have taken up their share.

The exchange term accounts for the same transfer. Integrating the heat passed from phonons to electrons,

$$
\int_0^\infty g(T_p-T_e)\,dx
=g\frac{ql}{k_p}\int_0^\infty e^{-x/l}dx
=\frac{gql^2}{k_p}=q\frac{k_e}{k},
$$

which is the far value of (9).

## Limits

**Electrons dominate.** Let $r=k_p/k_e$. Then

$$
R_{ep}\sqrt{gk_p}=(1+r)^{-3/2}
=1-\frac32r+O(r^2).
\tag{10}
$$

With $g$ and $k_p$ held fixed, the left side is 0.35, 0.87 and 0.985 for $k_e/k_p=1$, 10 and 100. The simple limit is thus a poor estimate when the conductivities are equal, and is high by about 1.5% at a ratio of 100.

The limit has a direct reading. Electrons that conduct very well are nearly isothermal across the relaxation layer. Phonons then diffuse inward while losing heat to a bath, over the length $l\simeq\sqrt{k_p/g}$. Their resistance is $l/k_p\simeq1/\sqrt{gk_p}$. A larger $g$ shortens the path, while a larger $k_p$ lengthens it but lowers the resistance per unit length by more.

**Phonons dominate.** For $k_p\gg k_e$, replacing $k$ by $k_p$ in (8) gives

$$
R_{ep}\simeq\frac{k_e^{3/2}}{k_p^2\sqrt g}.
$$

This vanishes as $k_e\to0$ at fixed $k_p$ and $g$: the phonons already carry nearly all the bulk heat, so little has to be transferred.

**Finite film.** Suppose a film of thickness $L$ has both carriers at one common temperature at its far face. The condition $\theta(L)=0$ replaces decay at infinity. The solution that also satisfies $\theta'(0)=q/k_p$ is

$$
\theta(x)=-\frac{ql}{k_p}\frac{\sinh[(L-x)/l]}{\cosh(L/l)} .
$$

At $x=0$ the last fraction equals $\tanh(L/l)$. Equation (5) is unchanged, so

$$
R_{ep}(L)=R_{ep}\tanh(L/l).
\tag{11}
$$

For $L\ll l$, $\tanh(L/l)\simeq L/l$, and the excess becomes

$$
R_{ep}\frac Ll=\frac{k_eL}{kk_p}=\frac L{k_p}-\frac Lk .
$$

This is the resistance of a film in which phonons carry all the heat, minus the bulk resistance $L/k$ that is counted separately.

**Film between two insulators.** If phonons alone cross both faces of a film of thickness $L$, then $\theta'=q/k_p$ at both faces. The difference $\theta$ is odd about the midplane and vanishes there. Each half of the film therefore obeys (11) with $L$ replaced by $L/2$, and each interface contributes $R_{ep}\tanh(L/2l)$.

## When electrons also cross

Let electrons exchange heat directly with the insulator through a conductance $h_e$. Take unit flux, $q=1$, set $T_w(0)=0$, and write $\theta_0=\theta(0)$. The decay $\theta=\theta_0e^{-x/l}$ still holds, but (3) does not. From (5), the electron flux at the interface is

$$
q_e(0)=-k_e\left(-\frac1k-\frac{k_p}{k}\frac{\theta_0}{l}\right)
=\frac{k_e}{k}+c\theta_0,
$$

$$
c=\frac{k_ek_p}{kl}=gl .
$$

The remainder is $q_p(0)=k_p/k-c\theta_0$. The insulator temperature can be reached by either path:

$$
T_i=\frac{k_p}{k}\theta_0+\frac{k_e/k+c\theta_0}{h_e}
=-\frac{k_e}{k}\theta_0+\frac{k_p/k-c\theta_0}{h_p}.
$$

Collecting the terms in $\theta_0$, whose first coefficients add to $(k_p+k_e)/k=1$, gives

$$
\theta_0=\frac{k_p/(kh_p)-k_e/(kh_e)}{1+c/h_p+c/h_e},
$$

$$
R_{\rm total}=\frac{k_p}{k}\theta_0+\frac{k_e/k+c\theta_0}{h_e}.
\tag{12}
$$

If $h_e/h_p=k_e/k_p$, the numerator of $\theta_0$ vanishes. Heat then enters the two carriers in their bulk proportions, the temperatures agree throughout the metal, and $R_{\rm total}=1/(h_e+h_p)$. The metal-side term is thus caused by the mismatch between the way heat enters and the way the bulk carries it.

For $k_e\gg k_p$, and $h_e$ not much larger than $h_pk_e/k_p$, set $k_e/k=1$ and $k_p/k=0$. Equation (12) becomes

$$
R_{\rm total}\simeq\frac{1+c\theta_0}{h_e}
=\frac{1+c/h_p}{h_e(1+c/h_p)+c}.
$$

Taking the reciprocal, and using $c\simeq\sqrt{gk_p}$ in this limit,

$$
\frac1{R_{\rm total}}\simeq h_e+
\left(\frac1{h_p}+\frac1{\sqrt{gk_p}}\right)^{-1}.
\tag{13}
$$

Direct electron transfer acts in parallel with the whole phonon path, including its metal-side part, as long as $h_ek_p/k_e$ is small compared with the second term of (13). Near the matched value $h_e=h_pk_e/k_p$ this reading fails, since the exact conductance there is $h_e+h_p$. Equation (13) still gives the total well at that point, because $h_e$ dominates it. With the parameters of the worked example below, (13) is low by 0.2% at the matched value, and high by 1.4% and 17% at ten and a hundred times that value.

## Worked example

The parameters are round values in the rough regime of a gold film on sapphire near 300 K:

- $k_e=300$ and $k_p=3$ W/(m K)
- $g=2.5\times10^{16}$ W/(m³ K)
- $h_p=60$ MW/(m² K)
- $q=100$ MW/m²

The total conductivity is $k=303$ W/(m K), and the relaxation length is

$$
l=\sqrt{\frac{300\times3}{2.5\times10^{16}\times303}}\ {\rm m}
=10.9\ {\rm nm}.
$$

The limiting resistance is

$$
\frac1{\sqrt{gk_p}}=\frac1{\sqrt{2.5\times10^{16}\times3}}
\ {\rm m^2\,K/W}=3.65\ {\rm m^2\,K/GW}.
$$

The factor $(300/303)^{3/2}$ lowers it to $R_{ep}=3.60$ m² K/GW, equivalent to a conductance of 278 MW/(m² K). The bare interface contributes $1/h_p=16.67$ m² K/GW. Their sum is

$$
R_{\rm total}=16.67+3.60\simeq20.26\ {\rm m^2\,K/GW},
$$

where the sum is formed before rounding. The total conductance is 49.3 MW/(m² K), and the metal side supplies 17.8% of the resistance. At the chosen flux, the drop is 1.67 K at the bare interface and 0.36 K on the metal side, 2.03 K in all.

By (9), electrons carry 63% of the heat at $x=l$ and 94% at $x=3l$. The bulk value is 99%.

With the same material parameters, (11) gives 2.61, 3.42 and 3.60 m² K/GW for films 10, 20 and 50 nm thick. The 10 nm value also applies to each face of a 20 nm film between two insulators that exchange heat with its phonons alone.

## How far the assumptions move the number

**Electron crossing.** A trial conductance $h_e=10$ MW/(m² K), with all else fixed, lowers $R_{\rm total}$ to 16.84 m² K/GW, a change of −16.9%. This nearly cancels the increase due to $R_{ep}$. A measured total conductance therefore cannot by itself separate the two effects.

**Diffusive transport.** Kinetic theory estimates a mean free path as $\Lambda=3k_j/(C_jv_j)$ for carrier $j$. Rough heat capacities of 0.020 and 2.5 MJ/(m³ K), and speeds of $1.4\times10^6$ and $2.0\times10^3$ m/s, give 32 nm for electrons and 1.8 nm for phonons. This phonon path is well below $l$, but it is a single average that depends on the assumed speed: the Debye-average sound speed of gold, about $1.4\times10^3$ m/s, gives 2.6 nm, and real phonon paths are spread around the average. The electron path is about three times $l$. Fourier's law for electrons is thus doubtful within the relaxation layer.

As a sensitivity trial, equations (2) were solved by finite volumes 0.25 nm wide in a metal 150 nm thick, with one conductivity halved within its own mean free path of the interface. The bulk line was still extrapolated with the unaltered $k$. Halving $k_e$ raised $R_{ep}$ by about 1.5%, and halving $k_p$ raised it by about 14%. Electrons matter less because they conduct so well: even if they carried the whole flux over their mean free path, the added resistance would be only $\Lambda_e/k_e=0.11$ m² K/GW, or 3% of $R_{ep}$. Phonons do carry most of the heat within their own mean free path (by (9), still about 85% at its end), and conduct it poorly: their added resistance is at most about $\Lambda_p/k_p=0.6$ m² K/GW, or 17% of $R_{ep}$, and transfer to electrons within the layer reduces it. The phonon figures grow with the assumed path: halving $k_p$ over 2.7 nm or 5 nm raises $R_{ep}$ by about 19% or 29%. These trials show sensitivity to local conductivity; they do not replace a kinetic calculation.

**Temperature.** At 400 K, taking $k_p\propto1/T$ and holding $k_e$ and $g$ fixed, $R_{ep}$ rises to 4.17 m² K/GW, about 16% above its 300 K value. In the example itself, the phonon-electron offset is 0.36 K, or 0.12% of 300 K, so constant coefficients are adequate at this flux.

**Time dependence.** The steady offset takes time to form. For electrons held at a fixed temperature, the phonon excess $u$ obeys $C_p\,\partial_tu=k_pu''-gu$. A pulse that delivers unit heat per unit area at the surface produces $u(0,t)=e^{-gt/C_p}/\sqrt{\pi k_pC_pt}$. Summing such pulses for a flux $q$ switched on at $t=0$, with $s=gt'/C_p$ as integration variable, gives

$$
u(0,t)=\frac q{\sqrt{\pi gk_p}}\int_0^{gt/C_p}\frac{e^{-s}}{\sqrt s}\,ds
=\frac q{\sqrt{gk_p}}\,{\rm erf}\sqrt{\frac{gt}{C_p}} .
$$

The time scale is $C_p/g=100$ ps. A calculation with both carriers free to change temperature used a 100 nm film with its far face held fixed, finite volumes 0.25 nm wide and implicit time steps of 0.1 ps. The offset reached 34%, 82% and 100% of its steady value, to the nearest percent, after 10, 100 and 1000 ps. In a thick metal, which is still warming, the offset at the same times is 34%, 80% and 98%, and the excess of $T_p(0)$ over the one-temperature solution is 31%, 77% and 97% of $qR_{ep}$. For these parameters, the metal-side term of (1) is within about 3% at a nanosecond, but about a fifth of it is still missing at 100 ps.

## Relation to a real contact

Gold-sapphire contacts have total conductances of roughly some tens of MW/(m² K), so the model's 49 MW/(m² K) is of a plausible size. That is no proof of the mechanism, since $h_p$ was chosen to lie in this range. The electron conductivity is close to that of good bulk gold; thin or impure films conduct less well, and (10) gives the resulting reduction of $R_{ep}$ if $g$ and $k_p$ stay the same. The flux is far above a typical chip average and represents an intense local hot spot. Real contacts may also have adhesion layers, roughness and direct electron transfer. Of these, only electron transfer is sized here: the trial value moves the total by 17%.

## Use in a heat-flow calculation

In a one-temperature calculation, assign the metal its full conductivity $k$ and the interface the resistance $R_{\rm total}$. If the interface value comes from a steady measurement that extrapolates the bulk temperature, it already contains $R_{ep}$, which must not be added again. The one-dimensional value of $R_{ep}$ also requires the flux to vary along the interface only over distances long compared with $l$. In the example metal, a flux that varies sinusoidally along the interface with a period of 200 nm lowers $R_{ep}$ by about 5%.

In a two-temperature calculation, assign only $1/h_p$ to the interface, set the electron flux there to zero, and use a mesh that resolves $l$. The extra resistance then emerges from the metal equations.

For films not much thicker than $l$, use (11) if the far face holds both carriers at one temperature, or its half-thickness form if phonons alone cross both faces. Other far-face conditions, such as a heater that feeds only electrons, require (2) to be solved with those conditions. Within this model, $R_{ep}$ is a minor correction when $h_pR_{ep}\ll1$. In the example it would equal the bare interface resistance if $h_p$ were 278 MW/(m² K), with the metal unchanged.
